# The plus-one model: excess interstitials from implantation damage

## One ion and one Frenkel pair

Take a perfect crystal and displace one host atom, which leaves a vacancy V and a self-interstitial I: a Frenkel pair. Add one implanted dopant atom, at first also interstitial. Let nothing reach a surface. Consider two orders in which the defects can then react.

- The dopant falls into the vacancy. It is now substitutional, and the displaced host atom has no site to return to. One host interstitial remains.
- The host interstitial falls into the vacancy. The lattice is perfect again, with the dopant between its sites. If the dopant then pushes a host atom off its site and takes its place (kick-out), one host interstitial again remains.

Both orders end with one substitutional dopant and one host interstitial. If the second order stops before kick-out, there is neither. The extra interstitial is thus tied to the dopant's becoming substitutional. The damage has cancelled.

## Many ions, many pairs

Let a region contain \(M\) lattice sites, all initially filled by host atoms. After implantation, let \(H\) sites hold host atoms, \(A\) hold dopants and \(V\) be vacant, and let \(I\) host atoms be interstitial. Every site has one of three occupants, so

\[
H+A+V=M .
\]

If no host atom enters or leaves the region, host atoms are conserved:

\[
H+I=M .
\]

Subtracting the first equation from the second gives \(I-A-V=0\), or

\[
I-V=A .
\]

The number of Frenkel pairs does not appear. Recombination lowers \(I\) and \(V\) together. A dopant entering a vacancy lowers \(V\) and raises \(A\) by one; kick-out raises \(I\) and \(A\) by one. The reverse of kick-out, in which a host interstitial displaces a substitutional dopant, lowers both.

Now open the surface. An interstitial absorbed there removes a host atom from the region; a vacancy absorbed there means that a surface atom has moved in. Let \(S_I\) and \(S_V\) be the numbers absorbed per implanted ion, \(n_I\) and \(n_V\) the numbers remaining per ion, and \(f_s\) the substitutional fraction of the dopants. Host conservation becomes \(H+I=M+N_{\rm ion}(S_V-S_I)\), where \(N_{\rm ion}\) is the number of ions. Subtracting the site count and dividing by \(N_{\rm ion}\) gives

\[
\boxed{\,n_I-n_V=f_s+S_V-S_I\,}
\]

Host interstitials bound in clusters count in \(n_I\). The plus-one model follows under three conditions: vacancies have disappeared (\(n_V\to0\)), dopants are substitutional (\(f_s\to1\)), and surface losses balance (\(S_V\approx S_I\)). Then \(n_I\approx1\).

The third condition does not follow from near-complete recombination. If each ion makes \(N_F\) pairs, an imbalance in surface loss of \(1/N_F\) of the pairs changes \(n_I\) by one. For \(N_F=2000\) this is 0.05%.

**Test with the surface closed.** In a random lattice model, 50 interstitial dopants and 2000 Frenkel pairs share 20,000 sites, and interstitial atoms make 300,000 hops to randomly chosen sites. With vacancy filling alone, 47 dopants become substitutional and 47 host interstitials remain. The other three dopants are still interstitial. With kick-out (probability 0.05 when a dopant meets a host site) and its reverse (probability 1 when a host interstitial meets a dopant site), both numbers are 49. No vacancies remain in either run. The excess follows the substitutional dopants, not the ions.

## How recombination reveals the excess

Consider next a uniform region in which the dopants are already substitutional. Let \(C_I\) and \(C_V\) be concentrations and \(k\) the recombination constant. Thermal generation is neglected, so

\[
\frac{dC_I}{dt}=\frac{dC_V}{dt}=-kC_IC_V .
\]

The difference \(\Delta=C_I-C_V\) is constant. For \(\Delta>0\), put \(C_I=C_V+\Delta\) in the vacancy equation and separate variables:

\[
\frac{dC_V}{C_V(C_V+\Delta)}=-k\,dt,\qquad
\frac1{C_V(C_V+\Delta)}=\frac1\Delta\left(\frac1{C_V}-\frac1{C_V+\Delta}\right).
\]

Integration from time zero, with \(r=C_V(0)/C_I(0)\), gives

\[
\ln\frac{C_V}{C_I}=\ln r-k\Delta t
\quad\Longrightarrow\quad C_V=r e^{-k\Delta t}C_I .
\]

Inserting this in \(C_I-C_V=\Delta\),

\[
C_I=\frac{\Delta}{1-re^{-k\Delta t}},\qquad
C_V=\frac{\Delta\,re^{-k\Delta t}}{1-re^{-k\Delta t}} .
\]

**Early limit.** When \(\Delta\ll C_I(0)\) and \(k\Delta t\ll1\), use \(r=1-\Delta/C_I(0)\) and \(e^{-k\Delta t}\approx1-k\Delta t\). To first order the denominator is \(\Delta/C_I(0)+k\Delta t\), so

\[
C_I\approx\frac1{1/C_I(0)+kt}.
\]

The excess is invisible at this stage: both species decay as if their numbers were equal.

**Late limit.** For \(k\Delta t\gg1\), \(C_I\to\Delta\) and \(C_V\approx\Delta r e^{-k\Delta t}\). The surviving interstitials are the excess.

To find when \(C_V=\varepsilon\Delta\), write \(q=re^{-k\Delta t}\). Then \(q/(1-q)=\varepsilon\), so \(q=\varepsilon/(1+\varepsilon)\), and

\[
k\Delta t=\ln\frac{r(1+\varepsilon)}{\varepsilon}.
\]

For 2000 pairs and one excess interstitial per ion, \(r=2000/2001\). With \(\varepsilon=0.01\) the result is \(k\Delta t=4.615\). By then 99.9995% of the pairs have recombined, since of the original 2000 vacancies per ion an average of only 0.01 vacancy per ion is left.

The constant \(k\) follows from diffusion to a capture sphere of radius \(a\). Around one defect, the steady concentration \(c(\rho)\) of the other species satisfies \((\rho^2c')'=0\), with \(c(a)=0\) and \(c(\infty)=C\). Hence \(c=C(1-a/\rho)\), and the inward flow is

\[
4\pi a^2D\,c'(a)=4\pi a^2D\,\frac{C}{a}=4\pi aDC .
\]

Both defects move. The mean-square displacements of independent random walks add, so the relative diffusivity is \(D_I+D_V\), and

\[
k=4\pi a(D_I+D_V).
\]

This expression assumes well-separated capture spheres and a flow that has become steady. The atom balance needs neither assumption.

## A finite depth and a surface

Let \(x\) be the depth below the surface. Concentrations are averaged over the directions parallel to it, and local fluctuations in the numbers of interstitials and vacancies are neglected. With constant diffusivities,

\[
\partial_tC_I=D_I\partial_x^2C_I-kC_IC_V,\qquad
\partial_tC_V=D_V\partial_x^2C_V-kC_IC_V .
\]

**Reflecting surface.** Subtract the equations and integrate over depth. The recombination terms cancel and the boundary fluxes vanish, so \(\int(C_I-C_V)\,dx\) is constant. This is the closed-region balance again.

**Perfectly absorbing surface.** Here \(C_I=C_V=0\) at \(x=0\), and the total difference can change. Consider instead the first moment. Two integrations by parts give

\[
\int_0^\infty xD_I\partial_x^2C_I\,dx
=D_I\bigl[x\partial_xC_I-C_I\bigr]_0^\infty
=D_IC_I(0,t)=0 .
\]

The same holds for vacancies. Therefore

\[
\frac d{dt}\int_0^\infty xC_I\,dx
=\frac d{dt}\int_0^\infty xC_V\,dx
=-\int_0^\infty x\,kC_IC_V\,dx ,
\]

and the difference of the moments,

\[
\int_0^\infty x(C_I-C_V)\,dx,
\]

is constant for any constant \(D_I\) and \(D_V\).

Let \(\bar x\) be the mean ion depth. Place the dopant-related interstitials at the ion depths, and let the interstitials of the Frenkel pairs start deeper than their vacancies by a mean offset \(\delta\). If \(x_V\) is the mean vacancy depth, the moment per ion is

\[
\mathcal M=\bar x+N_F(x_V+\delta)-N_Fx_V=\bar x+N_F\delta .
\]

The large common contribution \(N_Fx_V\) cancels. A small offset survives, multiplied by the number of pairs. The averaged equations ignore that an interstitial may start close to its own vacancy; when such a pair recombines, it can take part of its offset with it.

To turn this moment into a count, define the diffusion length \(L=\sqrt{D_It}\). One interstitial starting at \(x_0\) has the absorbing-surface distribution

\[
\frac{e^{-(x-x_0)^2/4L^2}-e^{-(x+x_0)^2/4L^2}}{\sqrt{4\pi}\,L},
\]

where the negative image makes the concentration zero at \(x=0\). Over \(x>0\), the two terms integrate to \(\tfrac12[1+\operatorname{erf}(x_0/2L)]\) and \(\tfrac12[1-\operatorname{erf}(x_0/2L)]\). The survival probability is their difference:

\[
P(x_0,L)=\operatorname{erf}\!\left(\frac{x_0}{2L}\right)
\approx\frac{x_0}{\sqrt\pi\,L}\qquad(L\gg x_0).
\]

Once vacancies are gone, the remaining interstitials diffuse independently. The sum of their depths, per ion, is then still \(\mathcal M\), because the moment is conserved. Taking these depths as starting points and summing the late form over them gives, when \(L\) has grown far beyond its value at that moment,

\[
n_I\approx\frac{\bar x+N_F\delta}{\sqrt\pi\,L}.
\]

A pure plus-one source at the ion depths would give \(\bar x/(\sqrt\pi L)\). The effective plus factor is the ratio

\[
n_+=1+\frac{N_F\delta}{\bar x}.
\]

It measures source strength at late times; it is not the number still in the crystal. For \(\delta=0\) it returns to one. For \(\delta=-\bar x/N_F\) the leading interstitial signal vanishes, and for a more negative offset the late excess consists of vacancies.

## Gallium in silicon, with numbers

The inputs are rough values for Ga implanted into silicon at about 100 keV: dose \(\phi=3\times10^{12}\ \mathrm{cm^{-2}}\), projected depth 70 nm, straggle 25 nm, \(N_F=2000\) and \(a=0.5\) nm. For simplicity the damage is given the ion profile, a Gaussian cut off at the surface and renormalized, whose mean depth is 70.20 nm; real collision damage lies somewhat shallower on average. All dopants are taken as substitutional from the start.

The implantation creates \(2000\phi=6\times10^{15}\) pairs per cm², while the plus-one excess is only \(3\times10^{12}\ \mathrm{cm^{-2}}\). Its peak concentration is

\[
\Delta_{\rm peak}\approx\frac{3\times10^{12}\ \mathrm{cm^{-2}}}
{\sqrt{2\pi}\,(25\times10^{-7}\ \mathrm{cm})}
\approx4.8\times10^{17}\ \mathrm{cm^{-3}}
=4.8\times10^{-4}\ \mathrm{nm^{-3}} .
\]

For \(D_V=D_I\), \(kt=8\pi aL^2\). The uniform-region estimate of the length at which vacancies fall to 1% of the excess is therefore

\[
L=\sqrt{\frac{4.615}{8\pi(0.5\ \mathrm{nm})(4.8\times10^{-4}\ \mathrm{nm^{-3}})}}
\approx28\ \mathrm{nm}.
\]

The depth-resolved calculation is less favourable. With an absorbing surface and no offset, it gives per ion:

| \(L\) (nm) | \(n_I\) | \(n_V\) | \(S_I\) | \(S_V\) |
|---|---|---|---|---|
| 10 | 4.72 | 3.74 | 2.66 | 2.64 |
| 30 | 1.10 | 0.25 | 3.02 | 2.87 |
| 100 | 0.38 | 0.007 | 3.50 | 2.88 |

Changing the depth mesh moves these entries by up to about 0.003, so the last digit of \(n_V\) and \(S_V\) at 10 nm is uncertain. At 30 nm the vacancies are still about 29% of the net excess, not 1%. The estimate used the peak excess everywhere, whereas the excess is smaller in the wings, where the exponential stage comes later. This is the main cause: applying the uniform-region solution at each depth, with the profile held fixed, already gives 27% at this length. Letting the profile spread without surface loss leaves that figure almost unchanged, and surface loss accounts for the small remainder.

The value \(n_I=1.10\) at 30 nm is not a confirmation of plus-one, because vacancies remain and the surface has already taken more interstitials than vacancies. At 100 nm the balance reads \(1+2.88-3.50\approx0.38\), in agreement with the remaining net count. When the vacancies have nearly gone, most of the excess has gone too. With a reflecting surface, in contrast, \(n_I=1.0000\) and \(n_V=1.3\times10^{-5}\) at \(L=300\) nm, for an initial offset of 0.05 nm. Without the offset \(n_V\) is about \(5\times10^{-5}\); in both cases the net count stays at one.

**Effect of an offset.** The same trial value with an absorbing surface gives

\[
n_+=1+\frac{2000\times0.05\ \mathrm{nm}}{70.20\ \mathrm{nm}}=2.42 .
\]

At \(L=300\) nm the calculated ratio of net counts with and without offset is 2.41. An offset of \(70.20/2000\approx0.035\) nm is enough to double the plus factor. These offsets are averages over all pairs and can be far smaller than an atomic spacing. The value 0.05 nm is a trial, not a prediction for Ga; the true value requires a collision calculation.

**Effect of unequal mobilities.** Keep \(D_I\), the initial profiles and \(\delta=0\) fixed, and change \(D_V\), with \(k\) following the sum of the diffusivities. The net count \(n_I-n_V\) becomes:

| \(D_V/D_I\) | \(L=30\) nm | \(L=100\) nm | \(L=300\) nm |
|---|---|---|---|
| 0.3 | 0.32 | 0.30 | 0.128 |
| 1 | 0.85 | 0.38 | 0.131 |
| 3 | 1.18 | 0.44 | 0.138 |

At 30 nm the balance gives \(S_V-S_I=0.32-1=-0.68\) for slow vacancies and \(+0.18\) for fast ones. Mobility can thus change the count greatly during the anneal. By 300 nm the three values lie within about 5% of the equal-mobility result, as the conserved moment requires at late times: early losses change the number and the depth of the survivors in compensating ways. This agreement at 300 nm holds for the moderate ratios in the table, which are illustrative and not values for silicon. For more unequal mobilities the late limit comes much later. At 300 nm the net count is about 1.16 times the equal-mobility value for \(D_V/D_I=10\), about 1.4 times for 100 (still 1.3 times at 1000 nm), and about half of it for 0.03.

## Where a real anneal departs from the model

Doses much larger than the one chosen here can amorphize the silicon. In this example the peak mean displaced fraction is 1.9%, although parts of individual collision cascades can be denser. If a layer does become amorphous, its regrowth removes the point defects inside it, and the count must be restricted to the crystal that survived. At the damage peak the volumes of the initial capture spheres add up to about half the total volume, and many spheres would overlap, so the early recombination rate there is rough. The separate counts \(n_I\) and \(n_V\) at early times are therefore rough too. For equal mobilities the net count is unaffected, because recombination cancels from it; for unequal mobilities the early net counts in the last table share the uncertainty. Thermal-equilibrium interstitials matter little: even a generous \(10^{13}\ \mathrm{cm^{-3}}\) near 800 °C, over 1000 nm, amounts to \(3\times10^{-4}\) of the dose. Clustering matters more. In silicon, excess interstitials can gather into small clusters or larger extended defects and are released during the anneal, which drives the transient enhanced diffusion of dopants that move with interstitials. Clusters delay surface loss, so the free-diffusion counts above are not a forecast of how long the excess lasts. A real surface may also absorb the two defects unequally well; the moment used above is then not conserved, and the late source strength can change. Of the corrections to the late source strength sized here, that from the offset is the largest: the trial value changes the strength by a factor of 2.4.

Within this free-diffusion model with an absorbing surface, using one interstitial per substitutional dopant as the initial condition is therefore justified in the limit of late times if \(N_F|\delta|/\bar x\ll1\). This limit requires at least that \(L\gg\bar x\) and that the moment still carried by vacancies, per ion, is small compared with \(\bar x\). If vacancies are much more mobile than interstitials, a few of them far below the surface can delay it; if they are much less mobile, vacancies left at shallow depth can do so. For equal mobilities, and if the interstitials and vacancies of the pairs start with identical depth profiles, the same initial condition gives the net count \(n_I-n_V\) at every time, because recombination cancels from the equation for \(C_I-C_V\). A zero mean offset alone is not enough for this: if the interstitials start more widely spread than the vacancies, the early net count changes, and the change is again multiplied by \(N_F\). For unequal mobilities the initial condition can fail at early times, as the last table shows. At equal depth and offset, an ion that makes ten times fewer pairs has a correction ten times smaller. For Ga under the present conditions, plus-one is a reference value whose late correction exceeds the value itself if the mean offset is larger than about 0.035 nm. The numerical output below gives the remaining figures.

## Computed results

```
LATTICE COUNT (50 ions, 2000 pairs in all)
vacancy filling only: host I 47, V 0, substitutional 47
with kick-out and kick-in: host I 49, V 0, substitutional 49
INPUTS, rough values for Ga in silicon
dose: 3.0e+12 cm^-2
projected depth, straggle: 70, 25 nm
Frenkel pairs per ion: 2000
capture radius: 0.50 nm
PLUS-ONE RESULT
initial pair dose: 6.00e+15 cm^-2
excess interstitial dose for f_s = 1: 3.00e+12 cm^-2
peak excess concentration: 4.800e+17 cm^-3
k*excess*t when V is 1% of excess: 4.615
pairs recombined by then: 99.9995 %
diffusion length by then, D_V=D_I: 27.7 nm
capture rate / (4 pi a D), radial solve, corrected for size: 1.00004
DEPTH-RESOLVED RUNS, counts per ion
reflecting surface, offset 0.05 nm, length 300 nm: I 1.0000, V 1.3e-05
absorbing surface, no offset, D_V=D_I:
 length 10 nm: I 4.7240, V 3.74e+00, S_I 2.655, S_V 2.644
 length 30 nm: I 1.0958, V 2.48e-01, S_I 3.019, S_V 2.866
 length 100 nm: I 0.3818, V 6.67e-03, S_I 3.500, S_V 2.875
 length 300 nm: I 0.1313, V 1.30e-04, S_I 3.744, S_V 2.875
absorbing surface, other cases (net = I-V):
 offset 0.05 nm, D_V/D_I=1, length 30 nm: net 1.4336, V 2.50e-01
 offset 0.05 nm, D_V/D_I=1, length 100 nm: net 0.8683, V 1.45e-03
 offset 0.05 nm, D_V/D_I=1, length 300 nm: net 0.3164, V 1.42e-05
 no offset, D_V/D_I=0.3, length 30 nm: net 0.3226, V 7.14e-01
 no offset, D_V/D_I=0.3, length 100 nm: net 0.2998, V 1.70e-02
 no offset, D_V/D_I=0.3, length 300 nm: net 0.1279, V 2.19e-05
 no offset, D_V/D_I=3, length 30 nm: net 1.1824, V 1.83e-01
 no offset, D_V/D_I=3, length 100 nm: net 0.4370, V 2.07e-02
 no offset, D_V/D_I=3, length 300 nm: net 0.1375, V 1.76e-03
SIZE OF NEGLECTED EFFECTS
pair imbalance that changes n_I by one: 0.050 %
mean ion depth: 70.20 nm
late plus factor for trial offset: 2.425
net ratio offset/no offset at 300 nm: 2.412
offset that doubles the plus factor: 0.0351 nm
silicon atom density: 4.994e+22 cm^-3
peak initial pair concentration: 9.599e+20 cm^-3
peak displaced fraction: 1.92 %
initial capture-sphere volume fraction: 0.50
assumed equilibrium I, generous: 1.0e+13 cm^-3
equilibrium I in 1000 nm / dose: 3.3e-04
```
